Why a weak periodic potential produces Weiss oscillations in a magnetic field

Q: I have a high-mobility two-dimensional electron gas with a weak potential grating on it. In a small perpendicular field the resistance measured across the grating oscillates. The grating is far too weak to stop an electron at the Fermi energy. What does it do to the cyclotron orbits?

A: It makes them drift. Let the grating be

V(x) = V0 cos(Kx), K = 2π/a,

with V0 an energy and a the period. The field B points along z, the charge is −e, the mass is m, and ω_c = eB/m. Newton's equations are

dv_x/dt = −ω_c v_y − V′(x)/m
dv_y/dt = ω_c v_x.

Without the grating, the electron circles a fixed centre. The coordinates of that centre are

X = x − v_y/ω_c, Y = y + v_x/ω_c.

Keep these definitions with the grating present and differentiate:

dX/dt = v_x − ω_c v_x/ω_c = 0
dY/dt = v_y + (−ω_c v_y − V′/m)/ω_c = −V′(x)/(eB).

So X is conserved, and Y moves at a rate set by the slope of the potential where the electron happens to be. No approximation has been made yet. The centre drifts along y, parallel to the grating lines, although the force acts along x.

Q: But the slope changes sign as the electron goes round. Does the drift survive the average?

A: In general, yes. To first order in V0 we may average over the unperturbed circle, x = X + Rc cos θ, with θ advancing uniformly in time. Here Rc = v_F/ω_c = ħk_F/(eB) is the cyclotron radius at the Fermi energy. The averaged potential is

U(X) = V0 ⟨cos(KX + KRc cos θ)⟩
= V0 [cos KX ⟨cos(KRc cos θ)⟩ − sin KX ⟨sin(KRc cos θ)⟩].

The second average vanishes because θ → θ + π reverses its sign. The first is the integral definition of the Bessel function J0, so

U(X) = V0 J0(KRc) cos KX.

The average slope is dU/dX at fixed Rc, and the drift velocity is

v_d = −(1/eB) dU/dX = (V0K/eB) J0(KRc) sin KX.

Some orbits drift up and others down, depending on X. When J0(KRc) = 0, all of them stop drifting at this order, wherever their centres lie.

As a test, trajectories were integrated from Newton's equations over one cyclotron period, for five values of KRc between 2 and about 7, with the centre at sin KX = 1 and a very weak grating (V0 equal to 10⁻⁶ of the Fermi energy). The drift agreed with this formula to within 0.2 percent of V0K/(eB).

Q: I know the minima as 2Rc = (n − 1/4)a. Where does the quarter come from? I would have guessed a half.

A: The half comes from keeping two points of the orbit. The electron moves parallel to the grating lines at x = X ± Rc, so it lingers there in x. Elsewhere it crosses the grating and the force tends to cancel. If just the two extreme points counted, the drift would be proportional to

sin K(X + Rc) + sin K(X − Rc) = 2 sin KX cos KRc,

which vanishes at 2Rc = (n − 1/2)a.

The electron, however, samples an arc near each extreme, and each arc lies inside the full diameter. Write z = KRc and

J0(z) = (1/2π) ∫ exp(iz cos θ) dθ, over one full turn.

For large z the integral comes from the neighbourhoods of θ = 0 and θ = π, where the phase is stationary. Near θ = 0, cos θ ≈ 1 − θ²/2, which contributes

(1/2π) e^{iz} ∫ exp(−izθ²/2) dθ = (1/2π) √(2π/z) e^{i(z − π/4)}.

The neighbourhood of π gives the complex conjugate. The sum is

J0(z) ≈ √(2/(πz)) cos(z − π/4).

The zeros are at z − π/4 = π(n − 1/2), or z = π(n − 1/4). Since z = 2πRc/a, this reads

2Rc = (n − 1/4)a, n = 1, 2, 3, …

Each arc shifts the phase by π/4, equivalent to a length (π/4)/K = a/8. The two arcs act like points separated by 2Rc − a/4 rather than 2Rc, and setting that distance to (n − 1/2)a gives the same rule.

Q: You assumed large z, yet n = 1 is hardly large. How good is the rule there?

A: The next correction tells us. Put J0 = f/√z in Bessel's equation. Then

f″ + [1 + 1/(4z²)] f = 0.

For large z this is an oscillation with local wave number √(1 + 1/(4z²)) ≈ 1 + 1/(8z²). Integrating, and matching to the phase already found at large z, gives the phase z − 1/(8z) − π/4. With β = π(n − 1/4), the zeros obey z − 1/(8z) = β, hence

z ≈ β + 1/(8β)
2Rc/a = z/π ≈ (n − 1/4) + 1/[8π²(n − 1/4)].

For n = 1 this is 0.767, against 0.7655 from the actual zero and 0.75 from the simple rule. For n = 2 the actual value is 1.7571. The quarter rule is thus an approximation to the Bessel zeros, and it improves with n.

Q: So far this is classical. I am told that the Landau bands become flat at the same fields. Is that a separate effect?

A: It is the same effect in quantum language. Take the vector potential A = (0, Bx, 0). The momentum ħk_y is conserved, and the Hamiltonian becomes

H = p_x²/(2m) + (ħk_y + eBx)²/(2m) + V(x)
= p_x²/(2m) + ½mω_c²(x − x0)² + V(x),

with x0 = −ħk_y/(eB). The velocity along y is v_y = (ħk_y + eBx)/m = ω_c(x − x0), so x0 = x − v_y/ω_c. This is the conserved X again.

Let ℓ_B = √(ħ/eB) be the magnetic length and ξ = x − x0. First-order perturbation theory needs the mean of cos K(x0 + ξ) in oscillator state N. The part odd in ξ drops out, leaving cos Kx0 ⟨N|e^{iKξ}|N⟩. With ladder operators b and b†,

Kξ = κ(b + b†), κ² = K²ℓ_B²/2 ≡ u
e^{iKξ} = e^{−u/2} e^{iκb†} e^{iκb}.

Expand both exponentials. Terms with equal powers of b and b† contribute, and ⟨N|(b†)^j b^j|N⟩ = N!/(N − j)!. Therefore

⟨N|e^{iKξ}|N⟩ = e^{−u/2} Σ_j (−u)^j N!/[(j!)²(N − j)!] = e^{−u/2} L_N(u),

where L_N is the Laguerre polynomial. The bands are

E_N(x0) = ħω_c(N + ½) + V0 e^{−u/2} L_N(u) cos Kx0.

Q: A Laguerre polynomial is not a Bessel function. How do they give the same condition?

A: They agree for high levels. Set M = N + ½. A state of energy ħω_cM has Rc = ℓ_B√(2M), so u = z²/(4M) with z = KRc. Hold z fixed and let M grow. For fixed j,

N!/(N − j)! ≈ M^j [1 − j²/(2M)].

The leading terms give Σ_j (−1)^j (z/2)^{2j}/(j!)² = J0(z). The correction to the sum is

−(1/2M) Σ_{j≥1} (−1)^j (z/2)^{2j}/[(j − 1)!]² = +z²J0(z)/(8M).

The prefactor e^{−u/2} ≈ 1 − z²/(8M) cancels it at this order. Hence

e^{−u/2} L_N(u) = J0(KRc) + terms of order 1/M².

The cancellation makes the Bessel form accurate at moderate N near the first few zeros. The coefficient of 1/M² grows quickly with z, from about 0.06 at z = 3.8 and 0.15 at z = 7 to about 7 at z = 15, so larger KRc needs higher levels. The group velocity now follows:

v_y = (1/ħ) ∂E/∂k_y = (1/ħ)(dx0/dk_y) ∂E/∂x0 = −(1/eB) ∂E/∂x0.

This is the classical drift formula with the band energy in place of U. A flat band has no group velocity, and an orbit without drift is its classical counterpart. For N = 20 and KRc ≈ 7.02, at KX = π/2 and with a very weak grating in both calculations, the diagonalized band gives a velocity of 1.054 in units of ηv_F, with η = V0/E_F. The Newton trajectory gives 1.053.

Q: The drift is along y, but my large signal is in ρ_xx, with current along x. Should it not be ρ_yy that changes?

A: The Hall effect exchanges the roles. Drift along y raises σ_yy, and in a strong field an increase of σ_yy appears in ρ_xx.

Take isotropic elastic scattering at a rate 1/τ that does not depend on position. The grating exerts no force along y, so the steady momentum balance in that direction is

0 = ω_c⟨v_x⟩ − ⟨v_y⟩/τ − eE_y/m.

With density n_s and current j = −e n_s⟨v⟩, this becomes

E_y = ρ0(j_y − ω_cτ j_x), ρ0 = m/(n_s e²τ).

So ρ_yy = ρ0 and ρ_yx = −ω_cτρ0 in this model, with or without the grating. Since ω_c changes sign with B, reciprocity, ρ_xy(B) = ρ_yx(−B), gives ρ_xy = +ω_cτρ0. Write s = ω_cτ, r = ρ_xx/ρ0 and σ0 = 1/ρ0. Inverting the tensor,

σ_yy/σ0 = r/(r + s²), or r = s²(σ_yy/σ0)/(1 − σ_yy/σ0).

When s² is much larger than both r and 1, σ_yy/σ0 is small and r ≈ s²σ_yy/σ0. A small increase Δσ_yy then gives

Δρ_xx/ρ0 ≈ (ω_cτ)² Δσ_yy/σ0.

The factor (ω_cτ)² makes a tiny drift visible.

Q: How large is Δσ_yy?

A: By the Einstein relation, Δσ_yy/σ0 = ΔD_yy/D0, where D0 = v_F²τ/2 is the diffusion coefficient at zero field. The drift contributes

ΔD_yy = ∫ ⟨v_d(0)v_d(t)⟩ dt, from t = 0 to ∞.

A collision does not erase v_d completely. It leaves the position x unchanged and gives the electron a random direction, so the new centre lies on a circle of radius Rc around x. Averaging sin KX over that circle gives J0 sin Kx. Averaging sin Kx over the old orbit gives another J0, because for ω_cτ ≫ 1 the collision occurs at a random phase. Each collision therefore keeps a fraction J0² of the correlation. Collisions arrive at rate 1/τ, so

⟨v_d(0)v_d(t)⟩ = ⟨v_d²⟩ exp[−(1 − J0²)t/τ]
ΔD_yy = τ⟨v_d²⟩/(1 − J0²).

The mean of sin²KX over X is ½. Also V0K/(eB) = V0KRc/(mv_F) = v_F ηKRc/2, because mv_F² = 2E_F. Hence

⟨v_d²⟩ = ½v_F²(ηKRc/2)² J0²
ΔD_yy/D0 = (ηKRc/2)² J0²/(1 − J0²).

Multiply by (ω_cτ)² and use ω_cτRc = v_Fτ = ℓ, the mean free path:

Δρ_xx/ρ0 = (ηKℓ/2)² J0²(KRc)/[1 − J0²(KRc)].

Q: What does this predict at the two ends of the field range?

A: When KRc is large, but the grating is still a weak perturbation of the orbit and ω_cτ = Kℓ/(KRc) is still much larger than 1, J0² in the denominator is negligible. The cosine form of J0 gives

Δρ_xx/ρ0 ≈ η² [ℓ²/(aRc)] cos²(KRc − π/4).

The oscillation is periodic in 1/B, and its amplitude is proportional to B because Rc ∝ 1/B.

When KRc is small, J0² ≈ 1 − (KRc)²/2. The last factor tends to 2/(KRc)², so

Δρ_xx/ρ0 ≈ η²ℓ²/(2Rc²) = ½(ηω_cτ)².

A collision then moves the centre by much less than a period, so the drift direction is remembered over many collisions. Far above the n = 1 minimum, where KRc ≪ 1, the classical excess resistance grows as B². In a real sample this limit may leave few occupied Landau levels, and the classical formula then loses its basis. The device below is such a case: at KRc = 0.5 (3.8 T) E_F/(ħω_c) is only 1.6, and at KRc = 0.2 (9.5 T) it is below 1, so the B² law is not reached there.

Q: Give me numbers for a model device.

A: Keep the scattering isotropic, neglect thermal smearing, and take round parameters: m = 0.07 electron masses, n_s = 3.0 × 10¹⁵ m⁻², a = 300 nm, V0 = 0.20 meV and τ = 40 ps. Then k_F = √(2πn_s) = 1.373 × 10⁸ m⁻¹, E_F = 10.26 meV and η = 0.0195. The mean free path is 9.08 μm, so Kℓ = 190.2 and

(ηKℓ/2)² = (0.01949 × 190.22/2)² ≈ 3.44.

The fields of vanishing drift are as follows.

n = 1: 0.787 T from the Bessel zero, 0.803 T from the quarter rule
n = 2: 0.343 T and 0.344 T
n = 3: 0.2187 T and 0.2191 T

The simple rule is 2 percent too high in field at n = 1.

Between the first two minima, J0² peaks at 0.494 T, where J0 = −0.403. There

Δρ_xx/ρ0 = 3.44 × 0.1622/(1 − 0.1622) ≈ 0.67.

The rms drift speed at this field is about 2.4 km/s, roughly 1 percent of v_F = 227 km/s. A one-percent drift thus raises the resistance by two thirds, because ω_cτ is about 50.

Q: Has the transport formula been tested without assuming guiding centres?

A: Yes, against a numerical solution of the stationary Boltzmann equation with the same isotropic scattering. That calculation follows position and direction of motion and includes the variation of speed across the grating. At the first three maxima of J0² it gives 0.666, 0.341 and 0.229. The formula gives 0.666, 0.340 and 0.229. Without the memory factor 1/(1 − J0²), the first value would be 0.558, so the factor matters. The printed changes of ρ_yy are zero to six decimals, as the momentum balance requires.

The computed minima fall within about 0.0001 T of the Bessel fields. The excess resistance there is not quite zero: it is 0.0005, 0.0012 and 0.0018 of ρ0 for n = 1, 2, 3. The formula omits finite ω_cτ and higher orders in V0. About two thirds of the remainder (0.00035, 0.0008, 0.0013) is of order V0² and comes from finite ω_cτ. The rest (0.0002, 0.00035, 0.0005) is of higher order in V0.

Q: And the bands? Is the Fermi level really in a flat one?

A: Nearly. At the n = 2 field, ħω_c = 0.567 meV and E_F/(ħω_c) − ½ = 17.59, which falls between two integers. Define the signed width as E(x0 = 0) − E(x0 = a/2); its magnitude could be at most 2V0 = 0.40 meV at first order. Diagonalization gives

N = 8: −0.161 meV
N = 17: −0.013 meV
N = 18: +0.008 meV
N = 23: +0.088 meV

The width changes sign between N = 17 and N = 18. Linear interpolation puts the zero at 17 + 0.0132/(0.0132 + 0.0077) ≈ 17.6, which matches the zero-field Fermi energy. That energy falls in the gap between the two levels. At fixed density, and neglecting spin splitting, the number of filled levels is E_F/(ħω_c) = 17.59 + ½ ≈ 18.1, so N = 0 to 17 are full and the partly filled band is N = 18, with a width of 2 percent of 2V0. Most other bands are dispersive, since their orbits have other radii. A band is nearly flat only where its own KRc falls near a zero of J0. This happens again near N = 3, where M = z²/(4u) = 2.405²/(4 × 0.421) ≈ 3.4 meets the first zero. For N = 3 the signed width is −0.003 meV, but a second-order cos 2Kx0 term makes the full spread 0.009 meV, so a vanishing signed width does not mean an exactly flat band. For N = 17 and 18 the full spread equals the magnitude of the signed width.

Q: When should I stop trusting this picture?

A: At low field, first compare the largest grating force, V0K, with the Lorentz force, ev_FB. Their ratio is ηKRc/2. When it reaches 1, the slope can balance the Lorentz force on an electron moving along y, and the path need not close into a circle. Here that happens at KRc = 2/η ≈ 103. Since B is proportional to 1/(KRc), the field is

B ≈ 0.787 T × 2.405/103 ≈ 0.018 T.

At that field ω_cτ = Kℓ/(KRc) is only about 1.9, so the assumption of many turns between collisions fails as well. The loss of accuracy begins at higher fields: over the first three minima the excess resistance left there grows, while the first three maxima shrink, so the remainder becomes a larger share of the oscillation.

At high field, the discreteness of the Landau levels matters. The transport calculation leaves out Shubnikov–de Haas oscillations and any quantum oscillation of the scattering rate. Thermal smearing suppresses the Shubnikov–de Haas oscillations when 2π²k_BT is much larger than ħω_c. Temperature also spreads Rc, because electrons within a few k_BT of E_F take part. This fills in the minima, and the numbers above neglect it. At 4.2 K, where 2π²k_BT/(ħω_c) is about 5.5 at n = 1, averaging the formula over the Fermi edge gives about 0.006, 0.012 and 0.018 at the three minima, ten times the remainders quoted above, and lowers the maxima to about 0.65, 0.32 and 0.21. The transport calculation also assumes isotropic scattering. If your impurities deflect electrons mainly through small angles, as is common in high-mobility samples, the resistance formula does not apply. With τ now the transport time, many small deflections move the centre along x by about Rc√(2π/(ω_cτ)) during one turn. At the n = 3 field of the example this is about 220 nm, comparable with the period. The average over an undisturbed circle then fails, so the numerator J0² changes as well as the memory factor. The oscillations can be much weaker than computed here, and the minima at larger n can wash out. For pure angular diffusion with the same τ, the excess at the first three maxima of J0² drops to about 0.08, 0.02 and 0.02, and the n = 3 minimum disappears. To first order in V0, the drift between collisions still vanishes at the Bessel zeros, but this shows up clearly in the resistance only if the orbit stays nearly undisturbed for a full turn.

Table of computed values

```
mass = 0.07 m_e; density = 3.0e+15 m^-2
period a = 300 nm; V0 = 0.20 meV
scattering time = 40 ps
Fermi wave number = 1.3729e+08 m^-1
Fermi energy = 10.259 meV; eta = V0/E_F = 0.01949
Fermi velocity = 2.2706e+05 m/s; mean free path = 9.082 um
K*mfp = 190.22; prefactor (eta K mfp/2)^2 = 3.4377
Zeros of the drift:
 n=1: K Rc = 2.4048; 2Rc/a = 0.7655; rule n-1/4 = 0.75
  B Bessel = 0.7870 T; B rule = 0.8033 T; B Boltzmann minimum = 0.7871 T
  Rc = 114.8 nm; omega_c tau = 79.1; Boltzmann d rho_xx/rho_0 = 0.00053
 n=2: K Rc = 5.5201; 2Rc/a = 1.7571; rule n-1/4 = 1.75
  B Bessel = 0.3429 T; B rule = 0.3443 T; B Boltzmann minimum = 0.3429 T
  Rc = 263.6 nm; omega_c tau = 34.5; Boltzmann d rho_xx/rho_0 = 0.00116
 n=3: K Rc = 8.6537; 2Rc/a = 2.7546; rule n-1/4 = 2.75
  B Bessel = 0.2187 T; B rule = 0.2191 T; B Boltzmann minimum = 0.2188 T
  Rc = 413.2 nm; omega_c tau = 22.0; Boltzmann d rho_xx/rho_0 = 0.00181
Maxima of J0^2:
 1: K Rc = 3.8317; 2Rc/a = 1.2197; B = 0.4939 T; J0 = -0.4028
  rms drift = 2415.1 m/s; d rho_yy/rho_0 = 0.000000
  d rho_xx/rho_0: Boltzmann = 0.6659; formula = 0.6656; without memory = 0.5576
 2: K Rc = 7.0156; 2Rc/a = 2.2331; B = 0.2698 T; J0 = 0.3001
  rms drift = 3295.0 m/s; d rho_yy/rho_0 = 0.000000
  d rho_xx/rho_0: Boltzmann = 0.3407; formula = 0.3403; without memory = 0.3096
 3: K Rc = 10.1735; 2Rc/a = 3.2383; B = 0.1860 T; J0 = -0.2497
  rms drift = 3975.5 m/s; d rho_yy/rho_0 = 0.000000
  d rho_xx/rho_0: Boltzmann = 0.2292; formula = 0.2286; without memory = 0.2143
Landau bands at B = 0.3429 T: hbar omega_c = 0.5670 meV
 magnetic length = 43.81 nm; u = 0.4210; E_F/(hbar omega_c) - 1/2 = 17.59
 signed width E(x0=0) - E(x0=a/2) in meV:
  N=8: diagonalized = -0.1611; Laguerre = -0.1612; Bessel = -0.1609
  N=13: diagonalized = -0.1007; Laguerre = -0.1007; Bessel = -0.0999
  N=17: diagonalized = -0.0132; Laguerre = -0.0132; Bessel = -0.0125
  N=18: diagonalized = 0.0077; Laguerre = 0.0077; Bessel = 0.0084
  N=23: diagonalized = 0.0884; Laguerre = 0.0885; Bessel = 0.0888
Flat bands of level N=20, 2Rc/a = 0.7656, 1.7583, 2.7596
Velocity/(eta v_F) at K Rc = 7.0156, K X = pi/2: band = 1.0540; Newton = 1.0527
```
